# A skyrmion number does not make a polar texture indestructible

A skyrmion number is a pure number, so it cannot supply an energy. For a thickness-uniform texture in a film of thickness \(d\), let the gradient energy density be \((A/2)|\nabla\mathbf u|^2\), where \(\mathbf u=\mathbf P/P_0\) and \(P_0\) is the spontaneous polarization. In two dimensions the two derivatives cancel the area element under a change of scale, so \(A d\) is an energy whatever the size of the texture. Any barrier must therefore have the form

\[
\Delta E=\pi A d\;F(\text{dimensionless material, geometric and circuit parameters}).
\]

Topology could make a barrier infinite only if \(F\) diverged. The following skyrmion has a finite \(F\), and its number changes at a moment when the texture is already running downhill.

## The counter-example

**Texture and number.** Take a disc of radius \(R_c\), area \(S=\pi R_c^2\), with polarization uniform through the thickness:

\[
\mathbf u=p(r)\,\hat{\boldsymbol\varphi}+q(r)\,\hat{\mathbf z},\qquad p(0)=0,\quad p(R_c)=0,\quad q(R_c)=-1 .
\]

The rim is held at \(-P_0\hat{\mathbf z}\) by its surroundings. Since \(p\) does not depend on \(\varphi\) and \(q\) does not depend on \(z\), \(\nabla\cdot\mathbf P=0\) inside the film. Where \(\mathbf P\neq0\), define \(\mathbf n=\mathbf P/|\mathbf P|\) and

\[
Q=\frac1{4\pi}\int \mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)\,dx\,dy .
\]

Write \(\mathbf n=\sin\Theta\,\hat{\boldsymbol\varphi}+\cos\Theta\,\hat{\mathbf z}\). Then \(\partial_r\mathbf n=\Theta'(\cos\Theta\,\hat{\boldsymbol\varphi}-\sin\Theta\,\hat{\mathbf z})\) and \(\partial_\varphi\mathbf n=-\sin\Theta\,\hat{\mathbf r}\). With \(\hat{\boldsymbol\varphi}\times\hat{\mathbf r}=-\hat{\mathbf z}\) and \(\hat{\mathbf z}\times\hat{\mathbf r}=\hat{\boldsymbol\varphi}\), the triple product is \(\Theta'\sin\Theta\), so

\[
Q=\tfrac12\int_0^{R_c}\Theta'\sin\Theta\,dr=\tfrac12[\cos\Theta(0)-\cos\Theta(R_c)]=\tfrac12[\operatorname{sgn}q(0)+1].
\]

An upward centre gives \(Q=1\), a downward centre \(Q=0\). Because \(p(0)=0\), the centre can reverse within this family only through \(\mathbf P=0\).

**Energy.** Use the Landau density \(W_0(|\mathbf u|^2-1)^2+Kp^2\), with \(K=\kappa W_0\) and \(0<\kappa<1\). As \(\hat{\boldsymbol\varphi}\) turns with angle, \(|\nabla\mathbf u|^2=p'^2+q'^2+p^2/r^2\). Choose the length \(\delta=\sqrt{A/2W_0}\), so that \(A/2=W_0\delta^2\), and set \(\rho=r/\delta\), \(\rho_c=R_c/\delta\). The energy without the circuit is \(2\pi W_0\delta^2d=\pi Ad\) times

\[
\int_0^{\rho_c}\!\rho\,d\rho\left[p'^2+q'^2+\frac{p^2}{\rho^2}+(p^2+q^2-1)^2+\kappa p^2\right].
\]

**What holds the skyrmion open.** Wall tension alone would close it. Let the film's ideal electrodes be in series with a capacitor \(C_s\), at total bias \(V\), with no trapped charge on the node between them. Let \(m\) be the disc average of \(q\), \(C_b\) the film's background capacitance and \(v\) the film voltage. Equal charge on both capacitors gives

\[
C_bv+P_0Sm=C_s(V-v)\;\Rightarrow\; v=\frac{C_sV-P_0Sm}{C_s+C_b}.
\]

The field does work \(v\,d(P_0Sm)\) on the polarization, so the circuit energy satisfies \(dE_{\rm circ}=-v\,d(P_0Sm)\). Integrating, up to a constant,

\[
E_{\rm circ}=\Lambda W_0Sd\,(m-m_c)^2,\quad
\Lambda=\frac{P_0^2S}{2W_0d(C_s+C_b)},\quad m_c=\frac{C_sV}{P_0S}.
\]

In units of \(\pi Ad\) the prefactor is \(\Lambda\rho_c^2/2\). The film field \(E=v/d\), in the form \(H=EP_0/W_0\), is \(H=2\Lambda(m_c-m)\): a growing bubble raises \(m\) and weakens the field that opens it.

**The wall.** For a straight wall, varying \(q\) and \(p\) gives, with \(s=p^2+q^2\),

\[
q''=2q(s-1),\qquad p''=2p(s-1)+\kappa p .
\]

Try \(q=\tanh y\), \(p=\sqrt{1-\kappa}\,\operatorname{sech}y\), \(y=\sqrt\kappa\,x/\delta\). Then \(s-1=-\kappa\operatorname{sech}^2y\). Differentiation gives \(q''=-2\kappa\operatorname{sech}^2y\tanh y\) and \(p''=\kappa p(1-2\operatorname{sech}^2y)\), which satisfy both equations. The gradient terms sum to

\[
q'^2+p'^2=\kappa^2\operatorname{sech}^4y+\kappa(1-\kappa)\operatorname{sech}^2y,
\]

and \((s-1)^2+\kappa p^2\) is the same expression. The integrals of \(\operatorname{sech}^2y\) and \(\operatorname{sech}^4y\) over \(x/\delta\) are \(2/\sqrt\kappa\) and \(4/(3\sqrt\kappa)\), so the tension is \(\tau=tW_0\delta\) with

\[
t=\frac{2}{\sqrt\kappa}\left[\tfrac43\kappa^2+2\kappa(1-\kappa)\right]=4\sqrt\kappa\left(1-\frac\kappa3\right).
\]

At the wall centre \(|\mathbf u|=\sqrt{1-\kappa}\), so even the resting skyrmion does not have fixed length.

**Leading-order barrier.** For a bubble of radius \(R\) (in units of \(\delta\)) much larger than the wall width, \(m=-1+2R^2/\rho_c^2+\eta\), where \(\eta\) is a small uniform shift of \(q\) in both domains. Near \(q=\pm1\) the shift costs \((q^2-1)^2\approx4\eta^2\). With \(Y=2R^2/\rho_c^2-1-m_c\), minimizing \(4\eta^2+\Lambda(Y+\eta)^2\) gives \(\eta=-\Lambda Y/(4+\Lambda)\) and the value \(\Lambda'Y^2\), \(\Lambda'=4\Lambda/(4+\Lambda)\). Hence

\[
e(R)=tR+\tfrac12\Lambda'\rho_c^2Y^2,\qquad
e'(R)=t-4\Lambda'R\left(c-\frac{2R^2}{\rho_c^2}\right),\quad c=1+m_c .
\]

When \(e'=0\) has two positive roots, the smaller is a maximum, the critical bubble, and the larger a minimum, the skyrmion.

**Numbers.** Take \(P_0=70\ \mu\mathrm{C/cm^2}\), \(W_0=60\ \mathrm{MJ/m^3}\), \(\kappa=0.40\), \(R_c=16\) nm, \(d=8\) nm, \(C_s=1.70\) fF, \(V=-100\) mV and relative background permittivity 10. With \(A=GP_0^2\) and \(G=1.50\times10^{-10}\ \mathrm{J\,m^3/C^2}\), \(A=7.35\times10^{-11}\) J/m. Then \(\delta=0.783\) nm, \(\rho_c=20.44\), and \(\pi Ad=11.53\) eV. The circuit gives \(\Lambda=0.2402\), \(m_c=-0.3020\), hence \(\Lambda'=0.2266\) and \(c=0.698\). The tension is \(t=2.1925\), or 103 mJ/m².

The condition \(e'=0\) becomes \(R(0.698-0.00479R^2)=2.419\), with roots \(R=3.86\) and \(9.67\), or 3.0 and 7.6 nm. There \(e=27.05\) and \(24.17\). The difference, 2.89 units, is 33.3 eV.

The full radial equations keep the wall's shape free:

\[
p''+\frac{p'}\rho-\frac p{\rho^2}=[2(s-1)+\kappa]p,\qquad
q''+\frac{q'}\rho=2(s-1)q-\frac H2 .
\]

Solved numerically with \(H=2\Lambda(m_c-m)\), they give a skyrmion radius of 7.52 nm, a critical radius of 2.74 nm and a barrier of 34.5 eV. Halving the number of radial cells from 160 to 80 changes the barrier by 0.3 %; extrapolated to zero cell size it is 34.44 eV, so the last digit of the 34.5 eV quoted below is a grid value. The leading-order estimate is 3 % below the full barrier.

The critical radius differs more, because the small bubble is strongly curved. One omitted term is \(\int p^2d\rho/\rho\approx2(1-\kappa)/(\sqrt\kappa R)=1.90/R\). Adding it to \(e(R)\) moves the critical radius to 2.8 nm but raises the barrier to about 37 eV. Other omitted corrections must therefore matter too, and the close radius is no proof that this term suffices.

**Where the number changes.** Let the critical bubble shrink by overdamped downhill motion. At the top of the barrier its centre still has \(P_z/P_0=0.996\), so \(Q=1\). Later the centre passes through \(\mathbf P=0\). At that moment the energy is about 13 eV above the skyrmion but about 21.5 eV below the critical bubble (grid and time step move both by about 0.15 eV), and the in-plane polarization still reaches \(0.54P_0\) away from the centre. Summing solid angles over a plane grid gives \(Q=1,1,0,0\) for the skyrmion, just before the zero, just after it, and at the end. The final single domain lies about 12.5 eV below the skyrmion, with a grid error of about 0.1 eV.

On this path the loss of topology is not the bottleneck. The barrier is the work of squeezing the bubble against the film field until wall tension takes over.

**Is the starting state stable?** For axisymmetric changes of \(p\) and \(q\) the lowest stiffness is \(+0.028\), in units where a uniform change of \(q\) in a domain has stiffness 4. A small added radial component \(a(r)\hat{\mathbf r}\) decouples from these and, without bound charge, obeys the same linear equation as \(p\). Since \(p\) does not change sign, \(a\propto p\) is its lowest mode, with zero stiffness: it turns the in-plane polarization rigidly towards \(\hat{\mathbf r}\). This turn creates bound charge, whose positive energy supplies the restoring force. Distortions varying as \(\cos k\varphi\) have lowest stiffness 0.032, 0.086 and 0.156 for \(k=2,3,4\). Their in-plane bound charge was left out; its energy is non-negative and quadratic in the distortion, so it cannot lower these values. For \(k=1\) the result is zero to four decimals: sideways displacement is nearly free, and this calculation does not establish a restoring force.

The 34.5 eV is an upper bound on the model's lowest barrier out of this state. A path that varies through the thickness may cost less.

**Finite is not small.** At 300 K the barrier is about \(1300\,k_BT\), so thermal collapse along this path is negligible. The bias can remove the barrier. The product \(R(c-2R^2/\rho_c^2)\) is largest at \(R^2=c\rho_c^2/6\), where it equals \(2cR/3\). The two roots merge when

\[
\frac{2c}{3}\rho_c\sqrt{\frac c6}=\frac t{4\Lambda'}\;\Rightarrow\;c=0.574,\quad m_c=-0.426,\quad V=-141\ \mathrm{mV}.
\]

The full equations give \(-142\) mV. Simulations with \(m_c\) set 0.03 beyond the full threshold ended with a reversed centre; those set 0.03 short of it kept the skyrmion.

Near the merger, with \(y\) the distance from the merging radius and \(\epsilon\) the remaining voltage margin, \(e'\approx by^2-a\epsilon\) up to an overall sign. The stationary points are \(y=\pm\sqrt{a\epsilon/b}\), and the barrier is

\[
\int_{-\sqrt{a\epsilon/b}}^{\sqrt{a\epsilon/b}}(a\epsilon-by^2)\,dy=\frac43\,\frac{(a\epsilon)^{3/2}}{b^{1/2}} .
\]

The computed barriers are 12.0 eV at \(-121.0\) mV and 1.06 eV at \(-137.8\) mV. The margins differ by a factor 5, for which the law predicts a ratio \(5^{3/2}=11.2\); the computed ratio is 11.3. Refining the grid moves the threshold by about 0.1 mV, to \(-141.9\) mV, which lowers the barrier at \(-137.8\) mV to 1.03 eV; the ratio for margins differing by a factor 5 stays 11.3. For an assumed attempt rate of 3 THz, a mean life of ten years at 300 K needs \(k_BT\ln(\text{rate}\times\text{time})=1.25\) eV. The same \(Q=1\) thus labels states from practically permanent to short-lived.

## The general statement

*Let a smooth family \(\mathbf P(x,y,s)\) have a fixed, uniform, non-zero rim value. (i) At each \(s\) with \(\mathbf P\neq0\) everywhere, \(Q\) is an integer, and it is constant over any interval of \(s\) without zeros. (ii) If the only zeros between \(s_1\) and \(s_2\) are isolated ones with non-singular Jacobian \(J=\partial(P_x,P_y,P_z)/\partial(x,y,s)\), then \(Q(s_2)-Q(s_1)=\sum\operatorname{sgn}\det J\). (iii) In a finite film with the Landau, gradient and electrostatic energies used here, any two bounded textures of finite energy and equal rim are joined by a path of bounded energy.*

**Proof of (i).** The integrand of \(4\pi Q\) is the signed area that \(\mathbf n\) sweeps on the unit sphere. Count the points of the film mapped to a given direction, with the sign of that area. As the direction varies, such points appear or vanish in pairs of opposite sign, except where one could leave through the rim. The whole rim maps to one direction, which does not divide the sphere. The count is therefore the same integer \(N\) for almost all directions, the swept area is \(4\pi N\), and \(Q=N\).

For constancy, write subscripts for derivatives. Since \(\mathbf n_x,\mathbf n_y,\mathbf n_s\) are all perpendicular to \(\mathbf n\), they are coplanar and their triple product vanishes. Hence

\[
\partial_s[\mathbf n\cdot(\mathbf n_x\times\mathbf n_y)]
=\mathbf n\cdot(\mathbf n_{xs}\times\mathbf n_y)+\mathbf n\cdot(\mathbf n_x\times\mathbf n_{ys}).
\]

Also

\[
\begin{aligned}
\partial_x[\mathbf n\cdot(\mathbf n_s\times\mathbf n_y)]&=\mathbf n\cdot(\mathbf n_{xs}\times\mathbf n_y)+\mathbf n\cdot(\mathbf n_s\times\mathbf n_{xy}),\\
\partial_y[\mathbf n\cdot(\mathbf n_x\times\mathbf n_s)]&=\mathbf n\cdot(\mathbf n_{xy}\times\mathbf n_s)+\mathbf n\cdot(\mathbf n_x\times\mathbf n_{ys}).
\end{aligned}
\]

The mixed terms cancel in the sum, so the first line is a divergence in the plane. Its integral is a rim term containing \(\mathbf n_s\), which is zero there. Thus \(dQ/ds=0\).

**Proof of (ii).** The identity just shown says that, away from zeros, the vector in \((x,y,s)\) space

\[
\mathbf b=\frac1{4\pi}\big(\mathbf n\cdot(\mathbf n_y\times\mathbf n_s),\;\mathbf n\cdot(\mathbf n_s\times\mathbf n_x),\;\mathbf n\cdot(\mathbf n_x\times\mathbf n_y)\big)
\]

has no divergence. Its flux through a plane of constant \(s\) is \(Q(s)\), and none passes through the rim. So \(Q(s_2)-Q(s_1)\) is the sum of the fluxes out of small spheres around the zeros.

Near a zero, \(\mathbf P\approx J\mathbf X\). Write \(J=OM\), with \(O\) orthogonal and \(M\) positive definite. Deforming \(M\) to the identity through \((1-\lambda)M+\lambda I\) creates no new zero, and by the argument of (i) on a closed surface it leaves the flux unchanged. If \(O=I\), then \(\mathbf n=\mathbf X/|\mathbf X|\), \(\mathbf b=\mathbf X/(4\pi|\mathbf X|^3)\), and the flux is 1. A rotation preserves the triple product and a reflection reverses it, so the flux is \(\det O=\operatorname{sgn}\det J\).

For the skyrmion, near the centre \(\mathbf u\approx(-\beta y,\beta x,q_0(s))\), so \(\det J\) has the sign of \(\beta^2\dot q_0\). A falling \(q_0\) gives \(\Delta Q=-1\), as found.

The number can also rise. With \(r^2=x^2+y^2\), take

\[
\mathbf P=\big((x^2-1)e^{-r^2/2},\;ye^{-r^2/2},\;-1+a(1+0.3x)e^{-r^2/8}\big)
\]

and lower \(a\) from 2.0 to 0.6. Zeros occur at \((x,y)=(\pm1,0)\) when \(a=e^{1/8}/(1\pm0.3)\), that is at 0.87 and 1.62. Since \(P_z\) increases with \(a\), \(\det\partial\mathbf P/\partial(x,y,a)\) has the sign of \(x\), and lowering \(a\) reverses it. The zero at \(x=-1\) comes first and adds 1; the other subtracts 1. Solid-angle sums at \(a=2.0,1.2,0.6\) give \(Q=0,1,0\).

**Proof of (iii).** Join the textures by \(\mathbf P_s=(1-s)\mathbf P_a+s\mathbf P_b\), which keeps the rim. The gradient energy, the circuit energy and the energy of bound charge in a linear background are convex in \(\mathbf P\), so each stays below the larger of its end values. The Landau density is a polynomial in a bounded quantity, integrated over a finite volume. The total is bounded. For the worked skyrmion and single domain, this path peaks about 390 eV above the skyrmion: finite, but a poor estimate of the 34.5 eV route.

## The fixed-length limit

Suppose \(|\mathbf u|=1\) is imposed. Expanding a square,

\[
0\le|\mathbf n_x+\mathbf n\times\mathbf n_y|^2=|\mathbf n_x|^2+|\mathbf n_y|^2-2\mathbf n\cdot(\mathbf n_x\times\mathbf n_y),
\]

so the gradient energy is at least \(4\pi AdQ\). On an infinite plane \(\Theta=2\arctan(r/r_0)\), which runs from 0 at the centre to \(\pi\) far away, attains this for \(Q=1\): here \(\Theta'^2=\sin^2\Theta/r^2=4r_0^2/(r^2+r_0^2)^2\), and

\[
\frac{Ad}2\,2\pi\int_0^\infty\frac{8r_0^2\,r\,dr}{(r^2+r_0^2)^2}=4\pi Ad,
\]

46.1 eV for the example's \(A\) and \(d\), whatever the radius \(r_0\). (The program integrates the profile \(\pi-\Theta\), which has the opposite \(Q\) and the same gradient energy.) Now \(Q\) cannot change continuously, yet the skyrmion can shrink towards a point at finite gradient energy. The constraint forbids a smooth passage; it does not build an infinite energy wall. Once \(r_0\) reaches the lattice spacing, the continuum argument ends.

## Beside a real film

\(P_0\), \(W_0\) and \(G\) are rough values in the regime of lead titanate films; \(\kappa=0.40\) is chosen so that the wall carries in-plane polarization. It implies an in-plane permittivity \(P_0^2/(2K\varepsilon_0)\approx1150\). Standard Landau coefficients for lead titanate give about 120 in the bulk and 140 to 240 in well-screened films under 0.5 to 1.3 % compression, which corresponds to \(\kappa\) between about 1.2 and 2. For \(\kappa\ge1\) the model's wall has \(p=0\), the polarization vanishes on a ring and \(Q\) is not defined. With those coefficients, \(\kappa<1\) needs weaker compression or imperfect screening. Nanometre-scale polar skyrmions are known in lead titanate/strontium titanate superlattices. There the dielectric layers, not an external capacitor, supply the depolarizing energy, and the texture varies through the thickness. The 34.5 eV is therefore not a prediction for them.

One assumption that real electrodes can break badly is perfect screening. Two electrodes with a rough effective screening length \(\lambda_s=0.010\) nm add \(P_0^2\lambda_s/(\varepsilon_0d)=69\ \mathrm{MJ/m^3}\), as large as \(W_0\) and larger than \(K=24\ \mathrm{MJ/m^3}\). Added to the stated coefficients, it would turn the preferred polarization into the plane and remove this skyrmion. The coefficients must therefore be read as effective film values that already contain it; the part that depends on the domain pattern remains neglected, and could change the barrier substantially.

Some further limits should be noted. The film field is 0.10 MV/cm in the skyrmion and 0.27 MV/cm in the single domain, below the roughly 1 MV/cm or more that good thin films withstand. The critical bubble's unstable mode has stiffness \(-0.052\), against 4 for a uniform change of \(q\). For a rough soft-mode frequency \(f=3\) THz and no damping, its rate is \(\omega_b=2\pi f\sqrt{0.052/4}\), and tunnelling would overtake thermal escape only below about \(\hbar\omega_b/(2\pi k_B)\approx3\) K. The model's wall half-width is 3.1 lattice constants. Atomistic calculations for lead titanate give narrower walls, for which a continuum description is less secure; lattice pinning, absent here, may add barriers to wall motion. Charge leaking onto the circuit node would shift \(m_c\), so the quoted voltages hold only while the node stays insulated. The numerical output lists the values used.

## Calculated quantities

```
P0 = 70 uC/cm2; well depth W0 = 60 MJ/m3
gradient coefficient G = 1.50e-10 J m3/C2; kappa = 0.40
disc radius 16 nm, thickness 8 nm
series capacitor 1.70 fF, bias -100 mV
background permittivity (relative) 10
length unit delta = 0.783 nm; disc radius/delta = 20.44
energy unit 2 pi W0 delta^2 d = 11.53 eV
circuit stiffness Lambda = 0.2402; m_c = -0.3020
wall tension = 103.0 mJ/m2 (t = 2.1925)
two-zero texture, Q in turn = [0, 1, 0]
fixed-length gradient energy 4 pi A d = 46.1 eV
skyrmion radius = 7.52 nm
smallest |P|/P0 in skyrmion = 0.772
  straight-wall value sqrt(1-kappa) = 0.775
critical-bubble radius = 2.74 nm
P_z/P0 at centre of critical bubble = 0.996
barrier skyrmion -> single domain = 34.47 eV
  same from work integral = 34.47 eV
  same on coarser grid = 34.57 eV
  leading-order bubble estimate = 33.31 eV
barrier / kT at 300 K = 1333
energy when centre P = 0, from skyrmion = 13.02 eV
  same, from critical bubble = -21.45 eV
largest in-plane P/P0 at that moment = 0.536
single-domain energy from skyrmion = -12.52 eV
straight-line upper bound = 392.6 eV
Q: skyrmion, before zero, after zero, end = [1, 1, 0, 0]
lowest radial stiffness: skyrmion 0.0280, saddle -0.0524
angular stiffness k=1..4, skyrmion: 0.0000 0.0322 0.0857 0.1560
angular stiffness k=1..4, saddle: 0.0001 0.1470 0.2863 0.3463
erasing voltage = -142.0 mV
barrier at -121.0 mV = 12.00 eV
barrier at -137.8 mV = 1.06 eV
barrier needed for 10 years at 300 K = 1.25 eV
film field: skyrmion 0.097, single domain 0.271 MV/cm
assumed soft-mode frequency = 3 THz (rough)
tunnelling crossover temperature = 2.6 K
assumed electrode screening length = 0.010 nm (rough)
neglected electrode energy = 69 MJ/m3
wall half-width / lattice constant = 3.1 (lattice 0.4 nm)
```
